\section*{Why an initial silicide layer lowers the apparent parabolic growth exponent}

\section{An exponent of 0.325 from a parabolic law}

A silicide layer 20 nm thick grows at 550 K from 22.5 nm after 60 s to 85.5 nm after 3840 s. Seven thicknesses, at times that double from one to the next, are plotted as $\ln x$ against $\ln t$. The best straight line has slope 0.325. At 520 K, with the same starting layer and the same seven times, the slope is 0.150. Diffusion-limited growth is expected to give one half, so the numbers seem to announce a different mechanism, and one that changes with temperature. Yet both sets of thicknesses were computed from the parabolic rate law, with nothing added. What needs explaining is how the plot hides the law.

\section{The rate law}

Let a flat silicide layer of thickness $x$ lie between a metal film and silicon. Suppose that metal atoms alone move. They enter at the metal side, diffuse through the silicide and react at the silicon side, where new silicide forms. Let $N$ be the number of metal atoms needed to make unit volume of silicide, $D$ their diffusivity in it, and $\Delta c$ the drop in their concentration from the metal side to the silicon side. Write $\delta=\Delta c/N$ for the fractional excess of metal across the layer. For a compound of narrow composition range, $\delta\ll1$.

If the flux $J$ is the same at every depth, the concentration falls linearly and $J=D\,\Delta c/x=DN\delta/x$. In a time $dt$ the atoms $J\,dt$ arriving on unit area build a thickness $dx$ that needs $N\,dx$ atoms. Hence
\begin{equation}
\frac{dx}{dt}=\frac{J}{N}=\frac{D\delta}{x}=\frac{K}{2x},\qquad K=2D\delta .
\label{rate}
\end{equation}
This is what parabolic growth means here: the rate is inversely proportional to the thickness already present. The equations hold in any consistent units, atomic units included.

The uniform flux is an approximation, because some metal stays behind to fill the thickening layer. Its cost can be found to first order in $\delta$. Let $z$ be the depth from the metal side and $u(z,t)$ the local excess divided by $N$, with $u=\delta$ at $z=0$ and $u=0$ at $z=x$. To lowest order $u=\delta(1-z/x)$, so at fixed $z$ the excess rises at the rate $\partial u/\partial t=\delta z\dot x/x^2$, where $\dot x=dx/dt$. The flux at $z$ must supply the reaction and also the storage between $z$ and $x$:
\begin{equation}
-D\frac{\partial u}{\partial z}=\dot x+\int_z^x\frac{\delta z'\dot x}{x^2}\,dz'
=\dot x+\frac{\delta\dot x}{2x^2}\,(x^2-z^2).
\end{equation}
Integrating from $z=0$ to $z=x$ turns the left side into $D\delta$. On the right, $\int_0^x(x^2-z^2)\,dz=2x^3/3$, so
\begin{equation}
D\delta=x\dot x\left(1+\frac{\delta}{3}\right).
\end{equation}
The product $x\dot x$ is still constant, so growth stays parabolic; $K$ is merely lower by about the fraction $\delta/3$. For a trial value $\delta=0.02$, with $D=45.0$ nm$^2$/s, a numerical solution of the diffusion equation with a moving boundary gave a loss of 0.66\%, against 0.67\% from $\delta/3$. The small correction is dropped from here on.

\section{Growth that starts from a finite thickness}

Let the clock start when the sample is at the anneal temperature, and let the thickness then be $x_0$. Assume for now that the old layer is the same phase as the new one and conducts metal equally well. Equation (\ref{rate}) gives $2x\,dx=K\,dt$. Integration from $(x_0,0)$ to $(x,t)$ yields
\begin{equation}
x^2-x_0^2=Kt .
\label{law}
\end{equation}
With the definition
\begin{equation}
t_0=\frac{x_0^2}{K}
\end{equation}
this becomes $x^2=K(t+t_0)$. The layer grows as if it had started from nothing a time $t_0$ before the clock. This $t_0$ is an equivalent time at the anneal temperature. It need not be the real age of the old layer, which may have formed at another temperature.

The slope of the log-log plot at time $t$ is the local exponent
\begin{equation}
n=\frac{d\ln x}{d\ln t}=\frac{t}{x}\frac{dx}{dt}=\frac{Kt}{2x^2}.
\end{equation}
Replacing $Kt$ by $x^2-x_0^2$, or $x^2$ by $K(t+t_0)$, gives two equivalent forms:
\begin{equation}
n=\frac12\left(1-\frac{x_0^2}{x^2}\right)=\frac12\,\frac{t}{t+t_0}.
\label{n}
\end{equation}
For $x_0>0$ this is less than one half at every finite time.

The cause can be read in two ways. The first concerns the clock. Since $\ln x=\frac12\ln(t+t_0)+\frac12\ln K$, the slope is one half against $\ln(t+t_0)$. The plot uses $\ln t$ instead, and the chain rule supplies the factor
\begin{equation}
\frac{d\ln(t+t_0)}{d\ln t}=\frac{t}{t+t_0}.
\end{equation}
Early in the anneal, doubling $t$ hardly changes $t+t_0$, so the thickness hardly changes either.

The second reading concerns the layer. Compare the sample with one that had no silicide at $t=0$, whose thickness is $x_b=\sqrt{Kt}$ and whose exponent is one half. The old layer makes the metal travel farther, which lowers the growth rate by the factor $x_b/x$. It also counts in the plotted thickness, so a given increment is a smaller fraction of the whole, again by the factor $x_b/x$. The two effects are equal, and their product is $x_b^2/x^2=t/(t+t_0)$.

\section{The approach to one half}

Subtracting (\ref{n}) from one half gives the deficit:
\begin{equation}
\frac12-n=\frac12\,\frac{t+t_0-t}{t+t_0}=\frac{t_0}{2(t+t_0)}
\;\longrightarrow\;\frac{t_0}{2t}\qquad(t\gg t_0).
\label{deficit}
\end{equation}
In the opposite limit, $t\ll t_0$, the exponent is $n\approx t/(2t_0)$ and starts from zero. At $t=t_0$ it is one quarter. The rise is gradual on a logarithmic time axis, since $n=\frac12/(1+e^{-\ell})$ with $\ell=\ln(t/t_0)$: most of it is spread over about two decades around $t_0$.

To come within $\varepsilon$ of one half, set the deficit equal to $\varepsilon$. Then $t+t_0=t_0/(2\varepsilon)$, and since $x^2/x_0^2=(t+t_0)/t_0$,
\begin{equation}
t=t_0\left(\frac{1}{2\varepsilon}-1\right),\qquad x=\frac{x_0}{\sqrt{2\varepsilon}} .
\label{eps}
\end{equation}
An exponent of 0.49 requires $t=49\,t_0$ and a layer about seven times as thick as the old one.

\section{The numbers}

The example uses an activation energy of 1.5 eV and a prefactor of 1 cm$^2$/s, that is $10^{14}$ nm$^2$/s. At 550 K the thermal energy is 0.047395 eV, so
\begin{equation}
K=10^{14}\,e^{-1.5/0.047395}\ \mathrm{nm^2/s}=1.80\ \mathrm{nm^2/s},
\end{equation}
and $t_0=(20\ \mathrm{nm})^2/K=222$ s. The thicknesses and exponents are:
\begin{center}
\begin{tabular}{rrr}
$t$ (s) & $x$ (nm) & $n$\\
60 & 22.5 & 0.106\\
120 & 24.8 & 0.175\\
240 & 28.8 & 0.260\\
480 & 35.5 & 0.342\\
960 & 46.1 & 0.406\\
1920 & 62.1 & 0.448\\
3840 & 85.5 & 0.473
\end{tabular}
\end{center}
The exponents were measured as slopes on a numerically integrated growth curve, and they agree with (\ref{n}) to within $2\times10^{-5}$. At the last time, for instance, (\ref{deficit}) gives a deficit of $222/(2\times4062)=0.027$. The final thickness of 85.5 nm is 855 \AA.

\section{What a straight-line fit reports}

A fit to points $L_i=\ln t_i$, $y_i=\ln x_i$ with mean abscissa $\bar L$ has the least-squares slope
\begin{equation}
m=\frac{\sum_i(L_i-\bar L)\,y_i}{\sum_i(L_i-\bar L)^2}.
\end{equation}
Number the points in order of time and write $y_i=y_1+\int_{L_1}^{L_i}n\,dL$. The constant $y_1$ drops out because $\sum_i(L_i-\bar L)=0$. In the rest, the value of $n$ at a given $L$ enters for every point beyond $L$, so that
\begin{equation}
\sum_i(L_i-\bar L)\,y_i=\int n(L)\,W(L)\,dL,\qquad
W(L)=\sum_{L_i>L}(L_i-\bar L).
\end{equation}
The weight $W$ is positive between the first and last points. If $L\ge\bar L$, all its terms are positive. If $L<\bar L$, it equals minus the sum over the points at or below $L$, whose terms are all negative. Taking $y_i=L_i$, for which $n=1$, shows that $\int W\,dL$ equals the denominator of $m$. The fitted slope is therefore a weighted mean of the local exponents, and it must lie below one half if they all do.

Here it must fall between 0.106 and 0.473, and it is 0.325. The line misses the thicknesses by up to 11.6\% of their value. Since $n$ rises with time, the points curve upward about the line: high at both ends, low in the middle. Data with errors of ten per cent might not reveal this, and the fit would then pass for a power law.

The cooler anneal follows from the same formula. At 520 K, $K$ falls to 0.290 nm$^2$/s and $t_0$ rises to 1380 s. With $x_0$ and the sampling times held fixed, the window now covers smaller values of $t/t_0$, where the exponent is lower. The fall from 0.325 to 0.150 reflects a slower rate and no change of mechanism.

\section{Two ways to treat the old layer}

It is tempting to subtract $x_0$ and plot the added thickness. Its local exponent is
\begin{align}
\frac{d\ln(x-x_0)}{d\ln t}&=\frac{t}{x-x_0}\,\frac{K}{2x}
=\frac{x^2-x_0^2}{2x(x-x_0)}\nonumber\\
&=\frac{x+x_0}{2x}=\frac12\left(1+\frac{x_0}{x}\right),
\end{align}
where (\ref{law}) was used for $Kt$. This lies above one half. It starts from one, because a thin addition to a thick layer grows at the nearly constant rate $K/(2x_0)$. In the example it falls from 0.944 to 0.617. Its distance from one half shrinks as $x_0/x$, more slowly than the $x_0^2/x^2$ of the total thickness. Subtraction removes the old layer from the plotted quantity but leaves it in the path of the metal.

Equation (\ref{law}) shows the plot that suits this model: $x^2$ against $t$ is a straight line with slope $K$ and intercept $x_0^2$. Applied to the seven computed thicknesses, which carry no noise, it returns $K=1.799$ nm$^2$/s and $x_0=20.00$ nm, the values put in. With real data, an error $\Delta x$ in thickness becomes $2x\,\Delta x$ in $x^2$, so thick layers need less weight if $\Delta x$ is the same for all.

\section{When the old layer or the interface resists differently}

So far the old silicide has been as good a conductor of metal as the new. Suppose instead that its diffusivity is $D_o$. The same flux crosses both parts, and the concentration drops add:
\begin{equation}
\Delta c=J\left(\frac{x_0}{D_o}+\frac{x-x_0}{D}\right)=\frac{J}{D}(x+s),
\qquad s=x_0\left(\frac{D}{D_o}-1\right).
\end{equation}
A slow reaction at the interface acts in a similar way. If it needs a concentration drop $J/\kappa$, with $\kappa$ a rate constant, then $\Delta c=J(x/D+1/\kappa)$ and $s=D/\kappa$. In both cases
\begin{equation}
\frac{dx}{dt}=\frac{K}{2(x+s)} .
\end{equation}
The length $s$ is the extra resistance expressed as a thickness of new silicide. It is positive for a slow interface or a resistive old layer. For an old layer that conducts better than the new one, $-x_0<s<0$.

Integrating $2(x+s)\,dx=K\,dt$ gives $Kt=x^2-x_0^2+2s(x-x_0)$. The exponent is $n=Kt/[2x(x+s)]$, and therefore
\begin{align}
\frac12-n&=\frac{x(x+s)-x^2+x_0^2-2s(x-x_0)}{2x(x+s)}\nonumber\\
&=\frac{x_0^2+2sx_0-sx}{2x(x+s)} .
\label{s}
\end{align}
For $s=0$ this is the earlier result. For $s>0$ the numerator changes sign at
\begin{equation}
x=2x_0+\frac{x_0^2}{s}.
\end{equation}
The exponent then starts below one half, crosses it at this thickness, and finally returns to it from above, with $n-\frac12\to s/(2x)$. For $s<0$ write $s=-|s|$. The numerator is $x_0(x_0-|s|)+|s|(x-x_0)$, which is positive, so the exponent stays below one half. In both cases the late deviation falls as $1/x$, that is as $t^{-1/2}$. The faster $1/t$ approach of (\ref{deficit}) thus belongs to the case $s=0$.

Trial values show the size of the effect at 3840 s, where $s=0$ gives $n=0.473$. For $s=1$ nm the exponent is 0.476, and the crossing would come at 440 nm. For $s=-10$ nm it is 0.440. For $s=10$ nm it is 0.499, with the crossing at 80 nm, reached after about 4000 s. That last case carries a warning. A local exponent very near one half does not prove pure diffusion control, since here an old layer that lowers the exponent is balanced by a resistance that raises it. Nor is the balance brief: from about 2400 s on, the exponent stays within 0.02 of one half. The plot of $x^2$ against $t$ is affected too. For $s=10$ nm the seven points still lie close to a straight line, within about 1.3 nm in thickness for an equal-weight fit, but its slope is 1.50 nm$^2$/s (1.47 nm$^2$/s when thick layers are given less weight as above) instead of $K=1.80$ nm$^2$/s.

\section{The clock and the supply of nickel}

If the clock starts with the heating ramp, time is counted during which little grows. Let the ramp last $t_r$ and produce as much growth as a time $t_e$ at the anneal temperature. After the ramp, at clock reading $\tau$, the effective time at temperature is $\tau-t_r+t_e$. With the lag $t_l=t_r-t_e$,
\begin{equation}
x^2=K(\tau+t_0-t_l),\qquad n=\frac12\,\frac{\tau}{\tau+t_0-t_l}.
\end{equation}
The lag works against the old layer, and if it exceeded $t_0$ the exponent would lie above one half. For a ramp from 300 K at 5 K/s, $t_r=50$ s and $t_e=3.3$ s, so $t_l=46.7$ s. After 60 s at temperature the clock reads 110 s and $n=0.193$, instead of 0.105 with the clock started at the hold. (The table has 0.106 because its layer is exactly 20 nm thick when the hold begins.) The growth during the ramp is itself small, 0.15 nm.

The limit of one half also needs metal to last. Take 100 nm of deposited nickel and 1.5 nm of silicide per nanometre of nickel, the old layer being part of the yield. Growth of this silicide stops at 150 nm, after about 12\,300 s, when (\ref{n}) gives $n=\frac12[1-(20/150)^2]=0.491$. By (\ref{eps}) the value 0.49 is reached at 141 nm after about 10\,900 s, shortly before the nickel runs out. In this sample, with $s=0$ and the clock started at the hold, one half is a limit that the growth approaches but cannot attain. With $s=10$ nm the exponent would still be rising when the nickel ran out, so its late return to one half would not be seen.

\section{The model beside nickel silicide}

The parameters are rough typical values for Ni$_2$Si growing between nickel and silicon, where nickel is the main moving species and growth near 550 K is commonly described as parabolic. The values of $s$ and $\delta$ are trial values, not material data. An old layer of 20 nm is thick for mere intermixing during deposition and stands rather for an earlier partial anneal. Because $t_0$ varies as $x_0^2$, a 3 nm layer would have $t_0=5$ s and, for $s=0$ and a clock started at the hold, a deficit of only 0.04 already at 60 s. The nickel film is also thick by the standards of transistor contacts, where about 10 nm is a fairer size. Such a film yields some 15 nm of Ni$_2$Si, which may later turn into NiSi, a step outside this model. If 5 nm of Ni$_2$Si were present at the start, the exponent could not exceed $\frac12(1-1/9)=0.44$, provided that $s=0$ and the clock starts at the hold. Both conditions matter in so thin a film. A value $s=1$ nm raises the limit to 0.46, and the ramp lag of 46.7 s found above exceeds $t_0=14$ s, so a clock started with the ramp would give exponents above one half throughout the hold. Real layers may also break the assumption of a uniform, constant diffusivity, since transport along grain boundaries depends on grain size. If the old layer differs from the new in this respect, $s$ is not zero, and the trial values of $\pm10$ nm moved the last exponent by about 0.03 either way. Late in the anneal, temperature matters much less for the exponent than for the rate: an anneal 3 K too hot raises $K$ by 19\%, which shortens $t_0$ to 187 s and moves the last exponent from 0.473 to 0.477. At 60 s the same error raises the exponent by 14\%.

\section*{Calculated quantities}
\begin{verbatim}
activation energy: 1.50 eV
prefactor of K: 1.0 cm^2/s
anneal temperature: 550 K
thermal energy kT: 0.04740 eV
old layer x0: 20.0 nm
parabolic constant K: 1.799 nm^2/s
equivalent time t0: 222.3 s
t = 60 s: x = 22.54 nm, exponent n = 0.1063
t = 120 s: x = 24.82 nm, exponent n = 0.1753
t = 240 s: x = 28.84 nm, exponent n = 0.2596
t = 480 s: x = 35.55 nm, exponent n = 0.3417
t = 960 s: x = 46.12 nm, exponent n = 0.4060
t = 1920 s: x = 62.09 nm, exponent n = 0.4481
t = 3840 s: x = 85.50 nm, exponent n = 0.4726
final thickness, converted: 855 angstrom
fitted exponent, all seven points: 0.325
largest misfit of that line: 11.6 % of x
K at 520 K: 0.290 nm^2/s
t0 at 520 K: 1380 s
fitted exponent at 520 K: 0.150
K from x^2 against t: 1.799 nm^2/s
x0 from x^2 against t: 20.00 nm
exponent of x - x0 at first time: 0.944
exponent of x - x0 at last time: 0.617
time to reach n = 0.49: 10893 s
thickness at n = 0.49: 141.4 nm
neglected effects:
s = 1 nm: last x = 84.74 nm, n = 0.4755
s = 10 nm: last x = 78.37 nm, n = 0.4988
s = -10 nm: last x = 93.73 nm, n = 0.4403
crossing of 1/2 for s = 1 nm: x = 440 nm
crossing of 1/2 for s = 10 nm: x = 80.0 nm
time of that crossing: 4001 s
metal excess delta (trial): 0.02
diffusivity D for that delta: 45.0 nm^2/s
loss of K by stored metal: 0.66 %
ramp: from 300 K at 5 K/s
ramp duration: 50 s
ramp as time at anneal temperature: 3.27 s
growth during ramp: 0.15 nm
lag if clock starts with ramp: 46.7 s
n at clock 110 s with that lag: 0.193
change of K for 3 K too hot: 18.7 %
nickel film: 100 nm
silicide per nm of nickel: 1.5 nm
thickness when nickel is used up: 150 nm
time when nickel is used up: 12281 s
largest reachable exponent: 0.4911
\end{verbatim}
